The D-PCM Integral Equation and the Total Apparent Surface Charge

A solute occupies a bounded cavity C cut out of a linear, isotropic, uniform dielectric. The permittivity is 1 in C and a constant ε > 0, ε ≠ 1, outside, with a sharp step at the cavity surface Γ. The surface is closed, connected and twice continuously differentiable, and its unit normal n points out of the cavity into the dielectric. Gaussian atomic units are used: a charge q in vacuum has the potential q/r, with lengths in bohr, charges in e and energies in hartree. The total potential V obeys

∇·(ε(r)∇V) = −4πρ, V = O(1/r) at infinity,

and V_ρ(r) = ∫ρ(r′)/|r−r′| d³r′ is the potential of the solute charge density ρ in vacuum. Until part (f), ρ lies wholly inside C and away from Γ, with total charge Q_in. The symbol ∂n means n·∇, and the labels "in" and "out" mark limits onto Γ from the cavity and from the dielectric; both are taken to exist and to be continuous on Γ.

(a) Find the conditions on V at Γ, and show that the effect of the dielectric is the vacuum potential of a charge density σ spread on Γ. Express σ through V.

Solution. Integrate the field equation over a thin pillbox that straddles Γ, with faces of area A. The box holds no charge and, as its height goes to zero, the flux through its side vanishes because the field is finite. The outer face has normal n and the inner face −n, so εA ∂nV|out − A ∂nV|in = 0:

∂nV|in = ε ∂nV|out. (1)

A finite field also makes V continuous across Γ.

Let W = V − V_ρ. In C both V and V_ρ have the Laplacian −4πρ, and outside both have zero Laplacian, so W is harmonic on each side, continuous across Γ, and O(1/r) at infinity with gradient O(1/r²). Take g(s) = 1/|r−s|, for which ∇²g = −4πδ(s−r), and r in C. Green's second identity, ∫(g∇²W − W∇²g) d³s = ∮(g∂W − W∂g) ds with the derivative along the outward normal of the region, gives for C

4πW(r) = ∮(g ∂nW|in − W ∂n g) ds.

For the exterior, cut off at a large sphere of radius L, the volume integral is zero because r is not in the region. The outward normal on Γ is −n, and the large sphere contributes O(L⁻³)·4πL² → 0:

0 = −∮(g ∂nW|out − W ∂n g) ds.

In the sum of the two lines the terms W ∂n g cancel, since W has the same value on both sides. For r outside C the left sides change places and the sum is the same. Hence on both sides

W(r) = V_σ(r) = ∮σ(s′)/|r−s′| ds′, 4πσ = ∂nW|in − ∂nW|out = ∂nV|in − ∂nV|out. (2)

The last step holds because V_ρ is smooth across Γ. The density σ is the apparent surface charge, the bound charge of the polarized dielectric at its boundary.

(b) For a continuous σ, find the two limits of ∂nV_σ at a point s of Γ in terms of σ(s) and an integral over Γ.

Solution. Differentiating 1/|s−s′| along n at s defines the kernel and the operator

K(s,s′) = −n_s·(s−s′)/|s−s′|³, (D*σ)(s) = ∮K(s,s′)σ(s′) ds′. (3)

Put the origin at s with the z axis along n_s. Near s the surface is z = ζ(x,y), and with w² = x² + y² Taylor's theorem gives |ζ| ≤ Mw²/2, where M bounds the second derivatives uniformly on the compact surface. Then n_s·(s−s′) = −ζ and |s−s′| ≥ w, so |K| ≤ M/(2w). Over the patch w < δ this integrates to at most ∫(M/2w) 2πw dw = πMδ, times an area factor ds′/(dx dy) = 1 + O(δ²). The kernel is therefore integrable.

Now evaluate the derivative at p = s + hn_s, with h < 0 inside and h > 0 outside:

n_s·∇V_σ(p) = −∮σ(s′) n_s·(p−s′)/|p−s′|³ ds′.

Outside the patch the integrand is continuous in h, and for h → 0 this part tends to the integral of Kσ over Γ minus the patch. On the patch n_s·(p−s′) = h − ζ. The term with ζ is bounded by (M/2w) max|σ|, because |p−s′| ≥ w, and contributes O(δ) for every h. In the term with h, write

|p−s′|² = w² + (h−ζ)² = (w²+h²)(1+η), η = (ζ² − 2hζ)/(w²+h²).

The bound on ζ gives |η| ≤ M²δ²/4 + M|h|. The flat-disc integral is

∫₀^δ h·2πw dw/(w²+h²)^(3/2) = 2πh[1/|h| − 1/√(δ²+h²)] → 2π sgn(h) as h → 0,

the solid angle of the disc. Its integrand has one sign and total weight at most 2π, so replacing σ(s′) by σ(s), 1+η by 1 and the area factor by 1 costs an amount that vanishes when h → 0 and then δ → 0. The term with h thus tends to −2π sgn(h) σ(s), and the remainder tends to D*σ:

∂nV_σ|in = D*σ + 2πσ, ∂nV_σ|out = D*σ − 2πσ. (4)

The difference is 4πσ, in agreement with (2), and D*σ is the mean of the two limits. The program tests both limits by quadrature at points off a non-convex surface, r = 3(1 + 0.35P₂ + 0.1P₃) bohr: at a point where σ = 0.002972 e/bohr² the limits are −0.09094 and −0.12829 a.u., matching the right sides of (4).

(c) Derive a closed integral equation for σ, and examine ε → ∞, ε → 1 and a flat interface.

Solution. Equation (1) gives ∂nV|out = ∂nV|in/ε, and (2) becomes

4πσ = (1 − 1/ε) ∂nV|in. (5)

The field on the right includes that of σ itself. By (4), ∂nV|in = ∂nV_ρ + D*σ + 2πσ. Multiply (5) by ε/(ε−1) and move the terms in σ to the left:

[4πε/(ε−1) − 2π]σ − D*σ = ∂nV_ρ.

The bracket is 2π[2ε − (ε−1)]/(ε−1) = 2π(ε+1)/(ε−1). The equation of the dielectric polarizable continuum model (D-PCM) is

[a(ε) − D*]σ = ∂nV_ρ, a(ε) = 2π(ε+1)/(ε−1). (6)

Conversely, let σ solve (6), so that ∂nV_ρ + D*σ = aσ. Then (4) gives ∂nV|in = (a+2π)σ = 4πεσ/(ε−1) and ∂nV|out = (a−2π)σ = 4πσ/(ε−1). Their ratio is ε, so (1) holds and V_ρ + V_σ solves the original problem. The program tests this ratio at three points of the non-convex surface, for ε = 2 and ε = 80.

For ε → ∞, a → 2π and ∂nV|out = (a−2π)σ → 0: the medium is a conductor with no field in it. For ε → 1, a = 4π/(ε−1) + 2π dominates, and to leading order in ε−1, σ ≈ (ε−1)∂nV_ρ/(4π). On a plane n·(s−s′) = 0, so D* = 0 and σ = (ε−1)∂nV_ρ/[2π(ε+1)]. The sign is as expected for ε > 1: in front of a plane a positive charge has ∂nV_ρ < 0 everywhere on it and draws negative charge to the surface.

(d) Show that (6) has one and only one continuous solution for ε > 0, ε ≠ 1.

Solution. Let D*σ = λσ with σ ≠ 0, possibly complex, and let U = V_σ with complex conjugate Ū. Green's first identity for the harmonic U in each region, with the sphere at infinity again contributing nothing, and (4) give

I_in = ∫_C |∇U|² d³r = ∮Ū ∂nU|in ds = (λ + 2π)m,

I_out = ∫_out |∇U|² d³r = −∮Ū ∂nU|out ds = (2π − λ)m,

with m = ∮Ūσ ds. The sum is I_in + I_out = 4πm. It is positive, for otherwise ∇U would vanish on both sides and the jump 4πσ with it. The difference is I_in − I_out = 2λm, so

λ = 2π(I_in − I_out)/(I_in + I_out),

which is real and lies in [−2π, 2π]. The value 2π needs I_out = 0. Then U is constant in the connected exterior, zero by its decay, zero on Γ by continuity, zero in C by the maximum principle, and σ = 0. The eigenvalues therefore lie in [−2π, 2π). Since a > 2π for ε > 1 and a < −2π for 0 < ε < 1, a is not an eigenvalue, and two solutions of (6) cannot differ.

For existence, cut the kernel off smoothly within distance δ of s′ = s. The cut kernel is continuous on the compact set Γ×Γ, so its operator maps bounded sets to equicontinuous ones and is compact by the Arzelà–Ascoli theorem. By part (b) it differs from D* by O(δ) in the maximum norm, and a norm limit of compact operators is compact. The Fredholm alternative for a − D* with a ≠ 0 then turns uniqueness into existence. The conductor value a = 2π is also outside the set of eigenvalues. On the non-convex surface the discretized D*, restricted to axially symmetric σ, has eigenvalues with real parts from −1.000000 to −0.011 in units of 2π, inside the range found. Within this axially symmetric sector the upper end is set by the finite number of basis functions and moves towards zero as that number grows: the eigenvalues of a compact operator can accumulate only at zero. The full spectrum on this surface is not negative throughout: densities that vary as cos mφ around the axis give small positive eigenvalues, about +0.01 in units of 2π for m = 10, still inside [−2π, 2π).

(e) Evaluate Φ(p) = ∮∂n_s(1/|s−p|) ds for p outside, inside and on Γ, and use it to find the total surface charge Q_σ = ∮σ ds.

Solution. For p outside, 1/|r−p| is harmonic in C and the divergence theorem gives Φ = 0. For p inside, remove a ball of radius δ about p. The flux out of the remaining region is zero. On the small sphere the outward normal of the region points towards p, and the derivative of 1/|r−p| along it is +1/δ², over the area 4πδ². Hence Φ + 4π = 0. For p on Γ, the part of the small sphere inside C differs from a hemisphere by at most the band |z| ≤ Mδ²/2, whose area 2πδ·Mδ² is O(δ) relative to 2πδ². The piece of Γ inside the ball contributes O(δ), since the bound of part (b), applied at each s, gives |K(s,p)| = O(1/|s−p|). Letting δ → 0,

Φ(p) = 0 outside, −4π inside, −2π on Γ. (7)

All three values are tested on the non-convex surface.

Integrate (6) over Γ. The kernel is absolutely integrable, so the order of integration may be exchanged, and the integral over the first argument of K is Φ at a surface point:

∮(D*σ)(s) ds = ∮σ(s′)[∮K(s,s′) ds] ds′ = ∮σ(s′)Φ(s′) ds′ = −2πQ_σ.

For the source, every element of charge lies inside:

∮∂nV_ρ ds = ∫ρ(r′)Φ(r′) d³r′ = −4πQ_in.

Thus (a + 2π)Q_σ = −4πQ_in, and a + 2π = 2π[(ε+1) + (ε−1)]/(ε−1) = 4πε/(ε−1), so

Q_σ = −(1 − 1/ε) Q_in. (8)

The result does not depend on the shape of Γ or on the arrangement of the charge in C. Gauss's law confirms it without D*: in C, ∇²V = −4πρ gives ∮∂nV|in ds = −4πQ_in, and the integral of (5) is again (8). The sum Q_in + Q_σ = Q_in/ε is the screened charge that fixes the potential Q_in/(εr) far away. For ε → ∞ the screening is complete. For ε → 0⁺ and Q_in ≠ 0, Q_σ diverges as 1/ε while a → −2π. This value is an eigenvalue of D*: (D* + 2π)σ integrates to zero for every σ, so D* + 2π is not onto, and by the Fredholm alternative it has a null vector.

The surface must be closed. An infinite plane subtends 2π at a point charge q, so ∫∂nV_ρ ds = −2πq, and the formula of part (c) gives the total −q(ε−1)/(ε+1), the image charge, in place of (8).

In the program, (6) is discretized without imposing (8). With +1.0 e and −0.4 e inside the non-convex surface, Q_in = 0.60 e, and Q_σ is −0.3000 e for ε = 2 and −0.5925 e for ε = 80, equal to −0.5 × 0.60 and −0.9875 × 0.60. For a prolate spheroid the whole of σ is tested against separation of variables in spheroidal coordinates.

(f) An electron density has a tail outside any cavity. Write ρ = ρ_in + ρ_out, bounded near Γ, with charges Q_in and Q_out and Q_tot = Q_in + Q_out. What is the correct equation for σ, what is Q_σ, and what does (6) give when the full vacuum potential V_ρ is kept as its source?

Solution. Outside the cavity the field equation reads ε∇²V = −4πρ_out, so the effective source there is ρ_out/ε. Let V[f] denote the vacuum potential of a density f and define V_src = V[ρ_in] + V[ρ_out]/ε. Its Laplacian equals that of V on each side, and the potential of a bounded density has a continuous gradient, so ∂nV_src does not jump. The pillbox charge still vanishes with the height of the box, so (1) stands. Parts (a) to (d) hold with V_src in place of V_ρ:

[a − D*]σ_true = ∂nV[ρ_in] + (1/ε) ∂nV[ρ_out]. (9)

Since ρ_out/ε = ρ_out + ρ_pol with ρ_pol = −(1−1/ε)ρ_out, the dielectric carries a volume polarization charge as well as σ. By (7), Φ = 0 at outside points, so the second term in (9) has no net flux and (8) holds for σ_true with the enclosed charge Q_in. Surface and volume polarization together amount to −(1−1/ε)(Q_in + Q_out) = −(1−1/ε)Q_tot.

D-PCM as given by (6) uses ∂nV[ρ_in] + ∂nV[ρ_out]. The outer term again has no flux, so its total is also (8). Subtracting (9) from (6), the difference δσ = σ − σ_true obeys

[a − D*]δσ = (1 − 1/ε) ∂nV[ρ_out].

It integrates to zero and, by part (d), vanishes everywhere if and only if the outer charge has no normal field on Γ. With charge outside, (6) has the right total but in general the wrong distribution, and it lacks ρ_pol. Agreement with (8) is thus no evidence that the reaction field is right. The program adds +0.7 e at z = 8 bohr outside the non-convex surface. Both sources leave Q_σ at −0.5925 e for ε = 80, while the charge per solid angle at the top of the cavity is +0.078 e/sr from (6) and −0.044 e/sr from (9).

(g) For a sphere of radius R and an axially symmetric, frozen ρ, solve (6) in Legendre polynomials P_l(μ), μ = cos θ. Find the polarization energy given by D-PCM, and compare its l = 0 part with that of the continuum model when charge lies outside.

Solution. For σ = P_l(μ), the function equal to b(r/R)^l P_l inside and b(R/r)^(l+1) P_l outside is harmonic on each side, continuous and decaying, so by part (a) it is the potential of its own jump. The radial derivatives at R are bl/R and −b(l+1)/R times P_l. The jump condition b(2l+1)/R = 4π fixes b = 4πR/(2l+1), and the mean of the two derivatives, −b/(2R), is the eigenvalue:

D*P_l = −[2π/(2l+1)] P_l.

With ∂V_ρ/∂r = Σ e_l P_l at r = R and σ = Σ σ_l P_l, equation (6) separates:

σ_l = e_l / [a + 2π/(2l+1)]. (10)

Gauss's law gives 4πR²e₀ = −4πQ_in, and Q_σ = 4πR²σ₀ = −4πQ_in/(a+2π) reproduces (8).

The response is linear. When the solute is charged as tρ with t from 0 to 1, the reaction potential is t(V − V_ρ), and the work against it is ∫₀¹ t dt ∫ρ(V − V_ρ) d³r:

G = ½∫ρ(V − V_ρ) d³r.

In D-PCM V − V_ρ = V_σ, and exchanging the integrals gives G = ½∮σV_ρ ds. A charge q at the centre has V_ρ = q/R on Γ, and G = ½Q_σ q/R = −½(1−1/ε)q²/R, the Born energy.

In the continuum model V − V_ρ is the potential of σ_true and ρ_pol, so G = ½∮σ_true V_ρ ds + ½∫ρ_pol V_ρ d³r. The orthogonality of the P_l splits both terms into a sum over l. Let ρ₀(r) and V₀(r) be the angular averages of ρ and V_ρ, and Q(r) the charge within radius r, so that Q′ = 4πr²ρ₀, V₀′ = −Q/r² and Q(R) = Q_in. The l = 0 part of σ is fixed by the total (8) and is the same for (6) and (9). With κ = 1 − 1/ε,

G₀ = G_surf + G_vol, G_surf = ½Q_σV₀(R) = −½κ Q(R)V₀(R), G_vol = −½κ∫_R^∞ Q′V₀ dr.

D-PCM keeps G_surf and omits G_vol. Integrating by parts, with QV₀ → 0 at infinity,

∫_R^∞ Q′V₀ dr = −Q(R)V₀(R) − ∫_R^∞ QV₀′ dr = −Q(R)V₀(R) + ∫_R^∞ Q²/r² dr,

and the boundary term cancels G_surf:

G₀ = −½κ∫_R^∞ Q(r)²/r² dr. (11)

If no charge is outside, Q is constant, G_vol = 0 and (11) is the Born energy. Consider an anion with ε > 1, whose outer charge is electronic and for which Q(R) < 0. Then Q′ ≤ 0 and Q_tot ≤ Q(r) < 0 for r ≥ R, and V₀(r) = ∫_r^∞ Q/r′² dr′ < 0. So Q′V₀ ≥ 0 and G_vol ≤ 0: in this channel D-PCM gives too little stabilization. Also Q² ≤ Q_tot² makes |G₀| no larger than the Born value for Q_tot. The dependence on R follows by differentiation:

dG₀/dR = ½κ Q²/R² ≥ 0, dG_surf/dR = ½κ Q²/R² − ½κ Q′V₀. (12)

The continuum monopole energy rises towards zero as the cavity grows, whereas G_surf has a second term of opposite sign, proportional to the density on the cavity surface.

(h) Take the O⁻ anion with its gas-phase unrestricted Hartree–Fock density in the aug-cc-pVTZ basis, the 2p hole along z, held frozen in a sphere centred on the nucleus. Choose the round values R = 3.5 bohr and ε = 80, the latter roughly the static permittivity of water. Find Q_σ, the shape of σ and the energies, and compare with R = 3.0 and 4.5 bohr.

Solution. The nuclear charge 8 and 9 electrons give Q_tot = −1 e. The constants are κ = 1 − 1/80 = 0.9875 and a = 2π·81/79 = 6.4423. Quadrature of the density outside the sphere gives N_out = 0.2127 electrons, so

Q_in = −1 + 0.2127 = −0.7873 e, −κQ_in = 0.9875 × 0.7873 = 0.7774 e.

The integral equation is driven by independent data, the field integrals of the density matrix at points of the sphere. They give e₀ = 0.064267, e₂ = −0.017121 and e₄ = 2.7×10⁻⁵ a.u.; odd l are absent by inversion symmetry. The first agrees with −Q_in/R² = 0.7873/12.25 = 0.06427. The denominators in (10) are 6.4423 + 6.2832 = 12.7254 for l = 0 and 6.4423 + 1.2566 = 7.6989 for l = 2, so

σ₀ = 0.064267/12.7254 = 5.050×10⁻³ e/bohr²,

σ₂ = −0.017121/7.6989 = −2.224×10⁻³ e/bohr²,

and σ₄ = 0.004×10⁻³ e/bohr². With the area 153.94 bohr², Q_σ = 153.94 × 5.050×10⁻³ = 0.7774 e. The program tests this against −κQ_in at all three radii. The surface charge falls short of −κQ_tot = 0.9875 e by κN_out = 0.2101 e, or 21% of 0.9875 e, and this is the volume polarization charge of part (f): 0.7774 + 0.2101 = 0.9875 e.

At the pole P_l = 1, and σ = (5.050 − 2.224 + 0.004)×10⁻³ = 2.830×10⁻³ e/bohr². At the equator P₂ = −1/2 and P₄ = 3/8, and σ = (5.050 + 1.112 + 0.001)×10⁻³ ≈ 6.16×10⁻³ e/bohr². Less positive charge is induced on the axis, where the electron density is the lower; the program checks that ordering of the density at 2 bohr. This σ is the solution of (6). Its l = 2 part was not compared with that of (9), from which it may differ.

With V₀(R) = −0.2748 hartree/e,

G_surf = ½ × 0.7774 × (−0.2748) = −0.1068 hartree.

The channels l > 0 add −0.0010 hartree, and the D-PCM energy is −0.1078 hartree (−2.93 eV). The volume term, from the density and potential outside the sphere, is G_vol = −0.0241 hartree, so

G₀ = −0.1068 − 0.0241 = −0.1310 hartree (−3.56 eV),

up to rounding in the last digit; the program tests this sum against the separate evaluation of (11). The omitted term is 18% of G₀. The Born value for the whole charge is −½ × 0.9875/3.5 = −0.1411 hartree, larger in size than G₀, as part (g) requires. These energies belong to the frozen-density model with a sharp boundary and are not solvation free energies of the real ion. The density is that of Hartree–Fock theory, which in this basis places O⁻ 0.57 eV above neutral O, although the real ion is bound by about 1.46 eV. The digits shown are those of the aug-cc-pVTZ basis and are not converged. With aug-cc-pVQZ plus one more diffuse shell for each l, the values at R = 3.5 bohr become N_out = 0.219, Q_σ = 0.772 e, e₂ = −0.0168 a.u., σ = 6.11×10⁻³ e/bohr² at the equator, D-PCM energy −0.1066 hartree and G₀ = −0.1303 hartree, with the omitted term at 19% of G₀. At the three radii N_out shifts by up to 0.006 electrons and the energies by up to 0.0012 hartree, and the trends with R described below are unchanged. The l > 0 part of the continuum energy was not computed.

The three radii give, in electrons, e and hartree:

R = 3.0 bohr: N_out 0.381, Q_σ 0.611, D-PCM −0.0956, G₀ −0.1428, Born −0.1646

R = 3.5 bohr: N_out 0.213, Q_σ 0.777, D-PCM −0.1078, G₀ −0.1310, Born −0.1411

R = 4.5 bohr: N_out 0.071, Q_σ 0.918, D-PCM −0.1013, G₀ −0.1074, Born −0.1097

The D-PCM column contains all l and G₀ contains l = 0 alone. G₀ rises steadily with R, as (12) demands. The D-PCM energy does not: it is lowest at the middle radius, so shrinking the cavity from 3.5 to 3.0 bohr weakens the computed stabilization while the continuum monopole energy grows in size. The second term of dG_surf/dR in (12) acts in this direction, because charge that leaves the cavity stops contributing to Q_σ. The l = 0 part of the D-PCM energy, G_surf, is −0.0943, −0.1068 and −0.1009 hartree at the three radii, so it shows the same non-monotonic trend. The first term of dG_surf/dR is never negative, and the fall of G_surf from 3.0 to 3.5 bohr must therefore come from the second. The sum rule (8) holds at each radius, including the one where more than a third of an electron lies outside.

Table of computed values

```
sphere Dstar eigenvalues l=0,1,2: -6.283185 -2.094395 -1.256637
peanut r = 3(1+0.35P2+0.1P3): top 4.3500 waist 2.4750 bottom 3.7500 bohr
jump test mu=0.3, trial tau_l = 0.3 -0.2 0.5 0.1 e/sr: sigma 0.002972 e/bohr^2
  dV/dn in -0.090943, Dstar+2pi sigma -0.090943 a.u.
  dV/dn out -0.128288, Dstar-2pi sigma -0.128287 a.u.
Gauss integral / pi, point inside: -4.00000000
Gauss integral / pi, point on: -2.00000000
Gauss integral / pi, point outside: 0.00000000
peanut Dstar eigenvalues / 2pi: lowest -1.000000 next -0.591640 highest -0.011152
charges (e, z/bohr): inner [(1.0, 0.5), (-0.4, -1.5)] outer (0.7, 8.0), Q_in 0.60 e
eps 2: Q_sigma inner -0.30000000, +outer q -0.30000000, +outer q/eps -0.30000000 e
  tau at top: outer q 0.013834, outer q/eps -0.010403 e/sr; field ratio in/out at mu=0.6 2.0000
eps 80: Q_sigma inner -0.59250000, +outer q -0.59250000, +outer q/eps -0.59250000 e
  tau at top: outer q 0.078141, outer q/eps -0.043962 e/sr; field ratio in/out at mu=0.6 80.0000
spheroid a 4.5 b 3.0 bohr, charge 1 e at z 1.5 bohr
eps 2: Q_sigma -0.50000000 e, G D-PCM -0.08158067, G series -0.08158067 hartree
eps 80: Q_sigma -0.98750000 e, G D-PCM -0.16437294, G series -0.16437294 hartree
O- UHF/aug-cc-pVTZ: E -74.792218 hartree, electrons 9.000000, Q_total -1.000000 e
eps 80, 1-1/eps 0.987500, 2pi(eps+1)/(eps-1) 6.442253
R 3.5 bohr: N_out 0.212733, Q_in -0.787267 e, Q_sigma 0.777426 e
  G D-PCM -0.107782, exact l=0 -0.130966, Born -0.141071 hartree
  -(1-1/eps) Q_in 0.777426 e, volume polarization charge 0.210074 e
  surface+volume 0.987500 e, -(1-1/eps) Q_total 0.987500 e
  dV/dr coefficients: e_0 6.426671e-02, e_2 -1.712124e-02, e_4 2.722e-05 a.u.
  denominators l=0 12.725439, l=2 7.698890
  sigma_0 5.050255e-03, sigma_2 -2.223859e-03, sigma_4 3.813e-06 e/bohr^2
  sigma pole 2.830189e-03, equator 6.163621e-03 e/bohr^2
  cavity area 153.9380 bohr^2, V0(R) -0.274813 hartree/e
  G D-PCM l=0 -0.106823, l>0 -9.583e-04, volume term l=0 -0.024143 hartree
  G D-PCM -2.9329 eV, exact l=0 -3.5638 eV
  volume term / exact l=0: 18.43 percent
R 3.0 bohr: N_out 0.381064, Q_in -0.618936 e, Q_sigma 0.611199 e
  G D-PCM -0.095625, exact l=0 -0.142773, Born -0.164583 hartree
R 4.5 bohr: N_out 0.070596, Q_in -0.929404 e, Q_sigma 0.917786 e
  G D-PCM -0.101305, exact l=0 -0.107367, Born -0.109722 hartree
```
